Cooling of a Slow Electron by Recoil of Free Carbon Atoms

**The model**

Consider a secondary electron in a carbon-rich resist after it has slowed so far that it can no longer excite other electrons. As a first model, let it collide elastically with free carbon-12 atoms, each at rest before its collision. Scattering is isotropic in the centre-of-mass frame at every energy. The electron is non-relativistic, with mass m, velocity **v** and kinetic energy E. The atom has mass M, and A = M/m = 21874.66. Until part (e) there is no electric field, thermal motion or other energy loss.

**(a) Find the fraction of its energy that the electron keeps when it is scattered through an angle θ in the centre-of-mass frame.**

*Answer.* The atom is at rest, so the centre of mass moves with velocity

**V** = m**v**/(m + M) = **v**/(1 + A).

In the centre-of-mass frame the electron's velocity before the collision is

**v** − **V** = A**v**/(1 + A).

In this frame the two momenta are equal and opposite, with common magnitude p, and the total kinetic energy is p²/2m + p²/2M. An elastic collision conserves this energy, so p is unchanged, and the electron's speed in this frame is unchanged too. Only its direction changes, to a unit vector **n** at angle θ to **v**. Adding **V** returns us to the laboratory:

**v**′ = **v**/(1 + A) + Av**n**/(1 + A).

Squaring, with **v**·**n** = v cosθ, gives

E′/E = v′²/v² = (1 + A² + 2A cosθ)/(1 + A)².

Since 1 + A² = (1 + A)² − 2A, this becomes

E′/E = 1 − δ(1 − cosθ), δ = 2A/(1 + A)².

Forward scattering (θ = 0) costs nothing. Backward scattering (θ = π) costs the largest fraction, 2δ. For equal masses δ = 1/2, and a head-on collision stops the projectile. For a heavy target δ ≈ 2/A: the atom takes up much momentum but little energy.

**(b) How many collisions reduce the mean energy by a factor e? Average over electrons that have all made the same number of collisions.**

*Answer.* For isotropic scattering cosθ is uniformly distributed between −1 and 1, so ⟨cosθ⟩ = 0 and the mean fractional loss is δ. The scattering angle does not depend on the energy before the collision. The mean of the product E(1 − δ + δ cosθ) is therefore the product of the means:

⟨Eₙ₊₁⟩ = (1 − δ)⟨Eₙ⟩, hence ⟨Eₙ⟩ = E₀(1 − δ)ⁿ.

Setting (1 − δ)ⁿ = 1/e and taking logarithms gives

nₑ = −1/ln(1 − δ).

To see its size, expand −ln(1 − δ) = δ + δ²/2 + …, whose reciprocal is 1/δ − 1/2 + O(δ). Also,

1/δ = (1 + A)²/(2A) = A/2 + 1 + 1/(2A).

Therefore

nₑ = A/2 + 1/2 + O(1/A).

With δ = 9.142 × 10⁻⁵ the result is nₑ = 10937.8. The first whole collision after which the mean is at or below E₀/e is number 10938, so about eleven thousand events are needed. The starting energy has cancelled.

The large-A form must not be used for light targets. At A = 1 it gives 1, whereas the full formula gives 1/ln 2 ≈ 1.44. The frame in which scattering is isotropic matters little for carbon: isotropy in the laboratory would give 10937.5 events.

**(c) Does the mean describe a typical electron? Estimate the relative spread of energy after nₑ collisions.**

*Answer.* The fraction kept in one collision is 1 − δ + δ cosθ. Since ⟨cosθ⟩ = 0 and ⟨cos²θ⟩ = 1/3, its mean square is

⟨(E′/E)²⟩ = (1 − δ)² + δ²/3.

The angles of different collisions are independent, so the mean squares multiply. Dividing by the squared mean gives the relative variance after n collisions:

σ²/⟨Eₙ⟩² = [1 + δ²/(3(1 − δ)²)]ⁿ − 1 ≈ nδ²/3.

With n ≈ 1/δ the relative spread is √(δ/3) = 0.55%. For free atoms at rest the mean is therefore typical. Thermal motion of the atoms removes this narrowness: at 300 K the relative spread after nₑ events is about 17%. In a simulation of 1500 electrons, each followed through 10938 vector collisions, the mean energy was 0.36778 of its initial value, against 1/e = 0.36788. The difference is about two standard errors of the simulated mean.

The mean logarithm leads to the same conclusion. Using ⟨(1 − cosθ)²⟩ = 4/3,

⟨ln(E′/E)⟩ ≈ −δ − (δ²/2)(4/3) = −δ − 2δ²/3.

The corresponding count is about 1/δ − 2/3, one sixth of an event below nₑ.

**(d) The electron starts at E₀ = 3 eV, and its mean free path is λ = 1 nm at all energies. Find its energy loss in the first event, its rms displacement and the cooling time.**

*Answer.* The mean loss in the first event is

δE₀ = 9.142 × 10⁻⁵ × 3 eV = 0.274 meV.

The final mean energy is 3/e = 1.104 eV.

The free paths s are exponentially distributed, so ⟨s²⟩ = 2λ². For large A, isotropy in the centre-of-mass frame is nearly isotropy in the laboratory. Successive directions are then uncorrelated up to terms of order 1/A, and the cross terms in the squared displacement can be dropped:

⟨R²⟩ = 2nₑλ², R_rms = 1 nm × √(2 × 10937.8) = 148 nm.

The path actually travelled is nₑλ, about 10.9 μm.

For the time, part (c) allows every electron to be given the mean energy. After k collisions its speed is v₀exp(−kδ/2), and its next flight lasts λ/v on average. Replacing the sum over flights by an integral up to k = 1/δ gives

t = (λ/v₀)∫₀^(1/δ) exp(kδ/2) dk = (λ/v₀)(2/δ)(√e − 1).

Here v₀ = 1.027 × 10⁶ m/s, so λ/v₀ = 0.974 fs. The remaining factor is about 14190, and t = 13.8 ps.

**(e) Estimate separately the effects of forward-biased scattering with ⟨cosθ⟩ = 0.3, of atoms at 300 K, and of a field F = 0.1 MV/cm. For warm atoms take a constant collision rate; for the field keep λ constant.**

*Answer.* *Forward bias.* Averaging the result of part (a) gives a mean fractional loss δ(1 − ⟨cosθ⟩) = 0.7δ. The count rises to about 15600.

*Warm atoms.* Let the atom have velocity **u**, and put **g** = **v** − **u**. The centre-of-mass velocity is now **V** = (m**v** + M**u**)/(m + M), and

**v** = **V** + M**g**/(m + M).

The collision replaces **g** by g**n**. When v² − v′² is averaged over **n**, the squared terms cancel and the cross term after the collision vanishes. The mean energy loss is

(m/2) × 2M**V**·**g**/(m + M) = mM[mv² − Mu² + (M − m)**v**·**u**]/(m + M)².

At a constant collision rate, fast and slow relative motions carry equal weight, so ⟨**v**·**u**⟩ = 0. With ⟨Mu²/2⟩ = 3kT/2 and δ = 2mM/(m + M)², the mean loss is

δ(E − 3kT/2).

It is now E − 3kT/2 that shrinks by 1 − δ per event. At 300 K, 3kT/2 = 0.0388 eV, and

n = nₑ ln[(3 − 0.0388)/(1.104 − 0.0388)] ≈ 11190,

an increase of 2.3%. At a constant collision rate the formula also shows where cooling ends: a mean energy that starts above 3kT/2 cannot fall below it by this mechanism. If λ were constant instead, faster relative motions would collide more often; the offset would be 2kT and the increase 3.1%.

*Field.* Let a = eF/m, with e here the elementary charge, and let c be the cosine between the initial velocity and the force. To first order in a, the path length is s = vt + act²/2, so

t = s/v − acs²/(2v³).

The displacement along the force is

x = vct + at²/2 = cs + as²(1 − c²)/(2v²).

Averaging with ⟨c⟩ = 0, ⟨c²⟩ = 1/3 and ⟨s²⟩ = 2λ² gives ⟨x⟩ = 2aλ²/(3v²). The mean energy gain per flight is then

ma⟨x⟩ = 2(eFλ)²/(3mv²) = (eFλ)²/(3E).

This holds for eFλ ≪ E. Here eFλ = 0.01 eV. The gain is 0.011 meV at 3 eV, against a recoil loss of 0.274 meV. At 1.104 eV it is 0.030 meV against 0.101 meV, which is 30% of the loss for an electron of that energy. The field also spreads the energies, because each flight adds or removes energy of order eFλ. At 0.1 MV/cm the mean reaches 1.104 eV after about 13,000 events, with a relative spread of about 45%, so the narrow distribution of part (c) no longer holds. Gain and loss at 1.104 eV balance at 0.18 MV/cm, so in a field above this value recoil alone could not bring the mean energy down to 1.104 eV, although individual electrons could still fall below it. For the mean over electrons that have made the same number of collisions, the actual limit is lower, about 0.15 MV/cm, because the gain varies as 1/E and a spread of energies therefore raises its mean. For the mean over time, which weights slow electrons more, the limit is about 0.175 MV/cm.

**(f) The atoms of a resist are bound. First find the mean energy given to a harmonically bound atom in its ground state by a momentum kick ħq. Then suppose that, in addition to recoil, each event excites a vibration of quantum w = 0.1 eV with probability p = 0.1. Find the new number of events.**

*Answer.* Take a fixed momentum transfer, as in the Born picture. The kick changes the atom's momentum P to P + ħq and leaves its position distribution, and hence its mean potential energy, unchanged. Since ⟨P⟩ = 0 in the ground state, the mean energy rises by

⟨(P + ħq)²⟩/2M − ⟨P²⟩/2M = ħ²q²/2M.

This is the recoil energy of a free atom at rest. At fixed momentum transfer, binding preserves the mean loss but changes how it is delivered. For an electron of given energy this is only approximate: an electron that gives up a quantum leaves more slowly, which also changes the momentum transfers available. With 0.1 eV quanta and otherwise isotropic scattering, the mean loss is lower by about 3% at 3 eV and 9% at 1.104 eV. Neglecting this correction, the mean number of quanta per event at 3 eV is 0.274 meV/0.1 eV = 0.0027. Most collisions therefore cost nothing, and a rare one costs a whole quantum. Individual energies then differ much more than in part (c): after nₑ events the relative spread is about 24%, against 0.55% for free atoms at rest and about 17% for free atoms at 300 K.

The additional excitation represents other couplings, such as that of the electron's charge to polar bonds. It changes the mean-energy rule to

⟨E′⟩ = (1 − δ)⟨E⟩ − pw.

Define b = pw/δ. Adding b to both sides gives

⟨E′⟩ + b = (1 − δ)(⟨E⟩ + b),

because b − pw = b(1 − δ). Hence

n = nₑ ln[(E₀ + b)/(E₀/e + b)].

As p → 0 this returns nₑ. Here pw = 10 meV and b ≈ 109 eV, which is much larger than E₀, so the loss per event is nearly constant. The result is n ≈ 186, and the rms displacement √(2n)λ falls to 19 nm.

The rule allows emission even from electrons with less than one quantum of energy, which is unphysical. In a simulation of 20,000 electrons through 186 events, 1.1% ended below 0.1 eV, so this fault is small here.

**(g) What do these results say about a real resist such as PMMA?**

*Answer.* The chosen values are rough, round ones for a few-eV electron in a PMMA-like resist under electron-beam or extreme-ultraviolet exposure. The excitation and trapping probabilities are illustrative, not measured.

With the values chosen here, the assumption that matters most is that recoil is the only energy loss; this ranking depends on the illustrative excitation probability. With the chosen vibrational loss, the count falls from about 10,900 to 186. Composition matters as well. If every atom of C₅H₈O₂ is equally likely to be struck, averaging δ over the atoms, treated as free, gives about 1610 events even without the additional vibrational excitation, mainly because hydrogen is light. Binding the hydrogen with quanta of 0.17 to 0.37 eV, as in part (f), raises this to about 1800 to 2000.

Trapping makes the contrast sharper. With a capture probability of 0.001 per event, the fraction still free after n events is (1 − 0.001)ⁿ. This is 1.8 × 10⁻⁵ after recoil cooling, but 0.83 after vibrational cooling. In the recoil-only model nearly every electron would be trapped before its energy had fallen by a factor e.

The picture of separate collisions is itself doubtful. The electron's wavelength grows from 0.71 nm to 1.17 nm during cooling, comparable with the mean free path and longer than the spacing of bonded atoms. Interference between waves scattered by neighbouring atoms can then change both λ and the angular distribution.

The eleven thousand events thus measure how weakly free carbon recoil cools an electron. They do not predict the number of collisions that an electron makes in a resist. The numerical output lists the main values used here.

Computed values

```
Carbon-12 / electron mass ratio: 21874.66
Mean fractional loss per event: 9.14216e-05
Events for factor e in mean energy: 10937.83
First whole event at or below 1/e: 10938
Large-mass estimate A/2 + 1/2: 10937.83
Events from mean logarithm: 10937.66
Events if isotropic in laboratory: 10937.50
Relative energy spread after n_e: 0.552 %
Simulated mean energy / initial: 0.36778
Exact target ratio 1/e: 0.36788
Initial energy: 3 eV
Final mean energy: 1.104 eV
Mean recoil loss in first event: 0.2743 meV
Maximum recoil loss in first event: 0.5485 meV
Mean free path (rough): 1 nm
Initial electron speed: 1.027e+06 m/s
Total path for recoil cooling: 10938 nm
RMS displacement for recoil cooling: 147.9 nm
Recoil cooling time: 13.82 ps
Mean cosine, forward-biased case: 0.3
Events, forward-biased case: 15626
Temperature: 300 K
Mean thermal atom energy: 0.03878 eV
Events with warm atoms: 11187
Electric field (rough): 0.1 MV/cm
Field gain per flight at start: 0.01111 meV
Field gain per flight at end: 0.0302 meV
Mean recoil loss per event at end: 0.1009 meV
Field balancing recoil loss at end: 0.1828 MV/cm
Vibrational quantum (rough): 0.1 eV
Bound-atom mean quanta per event: 0.002743
Additional excitation probability: 0.1
Mean vibrational loss per event: 10 meV
Events with vibrational loss: 186.1
RMS displacement with vibrations: 19.29 nm
Electrons below one quantum at end: 1.095 %
Events for C5H8O2, equal atom chance: 1613
Trapping probability per event: 0.001
Untrapped after recoil cooling: 1.768e-05
Untrapped after vibrational cooling: 0.8301
Electron wavelength at start: 0.7081 nm
Electron wavelength at end: 1.167 nm
```
